**Steady growth rate in focused-electron-beam deposition: linear regime, saturation and lateral supply**

For uniform irradiation the program tests the steady growth rate R = V s J σ f / (s J/n0 + 1/τ + σ f), which is linear in the electron flux f at low flux and tends to V s J at high flux. Here J is the gas flux, s the sticking probability, n0 the monolayer density, τ the residence time, σ the effective dissociation cross-section per primary electron and V the deposit volume per dissociation. A random-event simulation of single adsorption sites is asserted to agree with the derived rate, coverage and desorbed fraction within stated tolerances, and root finding and time integration test the two limits and the transient. A radial finite-volume solution tests the Bessel-function formulas for surface diffusion into an irradiated disc, and quadrature tests the logarithmic total rate of a Gaussian beam. For the example's round parameters the crossover lies at 1.12 A/cm² and the local ceiling is 60 nm/s. For a 100 pA spot of 10 nm radius, surface diffusion raises the calculated mean rate from 58 to 452 nm/s, so the local law fails there. The output also sizes beam heating, the spreading of backscattered electrons, rim supply and electron-stimulated desorption.

## Check in Python

```python
"""Steady growth rate in focused-electron-beam deposition.

Result under test, for uniform irradiation:
    R = V s J sigma f / (s J/n0 + 1/tau + sigma f)
linear in electron flux f at low f, with ceiling V s J at high f.
n0: monolayer density, J: gas flux, s: sticking probability,
tau: residence time, sigma: dissociation cross-section per primary electron,
V: deposit volume per dissociation, D: surface diffusion coefficient.
Also tested: transient, electron-stimulated desorption, diffusion into a
uniformly irradiated disc, and total volume rate of a Gaussian beam.
Internal units: nm and s; current density in A/cm2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import i0e, i1e, k0e, k1e

# Round model parameters (rough typical size for an organometallic precursor)
gas_flux = 1000.0        # 1/(nm2 s)
sticking = 1.0
monolayer = 2.5          # 1/nm2
residence = 1.0e-3       # s
sigma = 0.02             # nm2
volume = 0.06            # nm3
diffusion = 1.0e6        # nm2/s
disc_radius = 500.0      # nm
beam_voltage = 5000.0    # V
temperature = 298.0      # K
molar_mass = 320.0       # g/mol

supply = sticking * gas_flux
k_off = supply / monolayer + 1 / residence
n_dark = supply / k_off
ceiling = volume * supply
L_off = np.sqrt(diffusion / k_off)


def electron_flux(j):
    """A/cm2 to electrons/(nm2 s)."""
    return j / const.e * 1e-14


def growth_rate(f, tau=residence, sigma_desorb=0.0):
    total = supply / monolayer + 1 / tau + (sigma + sigma_desorb) * f
    return volume * supply * sigma * f / total


def balance(n, f):
    return supply * (1 - n / monolayer) - n / residence - sigma * f * n


def simulate_sites(f, cycles, rng, sigma_desorb=0.0):
    """Count random events on single sites; no rate equation is used."""
    vacant = rng.exponential(monolayer / supply, cycles)
    t_des = rng.exponential(residence, cycles)
    t_dis = rng.exponential(1 / (sigma * f), cycles)
    if sigma_desorb > 0:
        t_esd = rng.exponential(1 / (sigma_desorb * f), cycles)
    else:
        t_esd = np.full(cycles, np.inf)
    stay = np.minimum(np.minimum(t_des, t_dis), t_esd)
    total_time = vacant.sum() + stay.sum()
    hits = np.count_nonzero(t_dis == stay)
    thermal = np.count_nonzero(t_des == stay)
    per_area = monolayer / total_time
    return (volume * hits * per_area, hits, stay.sum() / total_time,
            thermal * per_area / supply, thermal)


def disc_mean_rate(f, a):
    """Bessel-function solution with surface diffusion, mean over the disc."""
    k_on = k_off + sigma * f
    L_on = np.sqrt(diffusion / k_on)
    n_on = supply / k_on
    u, v = a / L_on, a / L_off
    amp_i1 = (n_dark - n_on) / (i0e(u) / i1e(u)
                                + k0e(v) * L_off / (k1e(v) * L_on))
    return volume * sigma * f * (n_on + 2 * L_on / a * amp_i1)


def disc_ceiling(a):
    v = a / L_off
    return ceiling * (1 + 2 * L_off / a * k1e(v) / k0e(v))


def disc_finite_volume(f, a, cells):
    """Radial finite-volume solution: mean rate in disc, rate at centre."""
    dr = a / cells
    count = cells + int(np.ceil(20 * L_off / dr))
    faces = dr * np.arange(count + 1)
    area = np.pi * (faces[1:]**2 - faces[:-1]**2)
    loss = np.full(count, k_off)
    loss[:cells] += sigma * f
    link = 2 * np.pi * faces[1:-1] * diffusion / dr
    bands = np.zeros((3, count))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1] = loss * area
    bands[1, :-1] += link
    bands[1, 1:] += link
    n = solve_banded((1, 1), bands, supply * area)
    mean_n = np.sum(n[:cells] * area[:cells]) / (np.pi * a**2)
    return volume * sigma * f * mean_n, volume * sigma * f * n[0]


f_cross = k_off / sigma
j_cross = f_cross * const.e * 1e14
mass = molar_mass * 1e-3 / const.N_A
pressure = gas_flux * 1e18 * np.sqrt(2 * np.pi * mass * const.k * temperature)
print(f"gas flux {gas_flux:.0f} /(nm2 s), sticking {sticking:.1f}")
print(f"equivalent gas pressure {pressure / const.torr:.2e} Torr "
      f"(T {temperature:.0f} K, {molar_mass:.0f} g/mol)")
print(f"monolayer {monolayer:.2f} /nm2, residence time {residence*1e3:.2f} ms")
print(f"cross-section {sigma:.3f} nm2, volume per event {volume:.3f} nm3")
print(f"adsorption rate constant sJ/n0 {supply/monolayer:.0f} /s")
print(f"beam-off rate constant k0 {k_off:.0f} /s")
print(f"beam-off coverage {n_dark:.4f} /nm2 = {n_dark/monolayer:.4f} n0")
print(f"beam-off adsorption rate {supply*(1-n_dark/monolayer):.1f} /(nm2 s)")
print(f"crossover electron flux {f_cross:.3e} /(nm2 s)")
print(f"crossover current density {j_cross:.3f} A/cm2")
print(f"growth-rate ceiling {ceiling:.2f} nm/s")

# Random-event simulation against the derived steady law
rng = np.random.default_rng(12345)
spot_area_cm2 = np.pi * disc_radius**2 * 1e-14
currents = [0.01, 0.1, 1.0, 10.0]
print(f"disc radius {disc_radius:.0f} nm; table by current density:")
for j in currents:
    f = electron_flux(j)
    rate = growth_rate(f)
    n = supply / (k_off + sigma * f)
    cycles = 3_000_000 if j < 0.05 else 1_000_000
    mc, hits, occupied, desorbed, thermal = simulate_sites(f, cycles, rng)
    # five standard errors, from the number of counted events
    assert abs(mc / rate - 1) < 5 * np.sqrt(2 / hits)
    assert abs(occupied / (n / monolayer) - 1) < 0.01
    assert abs(desorbed / (n / residence / supply) - 1) \
        < 5 * np.sqrt(2 / thermal)
    print(f"j {j:5.2f} A/cm2: I {j*spot_area_cm2*1e9:.3f} nA, x "
          f"{f/f_cross:.4f}, n {n:.4f} /nm2")
    print(f"  R {rate:.3f}, simulated {mc:.3f}, linear law "
          f"{volume*sigma*f*n_dark:.3f} nm/s")
    print(f"  blocked {n/monolayer:.4f}, desorbed {n/residence/supply:.4f}, "
          f"dissociated {sigma*f*n/supply:.4f}")

# Limits, with the steady coverage found as root of the balance
for x in [1e-3, 0.1, 1.0, 10.0, 1e3]:
    f = x * f_cross
    n_root = brentq(balance, 0, monolayer, args=(f,), xtol=1e-15, rtol=1e-13)
    r_root = volume * sigma * f * n_root
    assert abs(volume * sigma * f * n_dark / r_root - 1 - x) < 1e-8 * (1 + x)
    assert abs(ceiling / r_root - 1 - 1 / x) < 1e-8 * (1 + 1 / x)

# Transient after the beam is switched on
f_one = electron_flux(1.0)
k_on = k_off + sigma * f_one
times = np.linspace(0, 5 / k_on, 11)
path = solve_ivp(lambda t, y: balance(y, f_one), (0, times[-1]), [n_dark],
                 t_eval=times, rtol=1e-10, atol=1e-12)
n_on = supply / k_on
assert np.allclose(path.y[0], n_on + (n_dark - n_on) * np.exp(-k_on * times),
                   rtol=1e-7)
print(f"response time: beam off {1e3/k_off:.3f} ms, "
      f"at 1 A/cm2 {1e3/k_on:.3f} ms")

# Electron-stimulated desorption of intact molecules
sigma_d = 0.1 * sigma
f_high = 1000 * f_cross
mc, hits = simulate_sites(f_high, 1_000_000, rng, sigma_d)[:2]
assert abs(mc / growth_rate(f_high, sigma_desorb=sigma_d) - 1) \
    < 5 * np.sqrt(2 / hits)
assert abs(mc / (ceiling * sigma / (sigma + sigma_d)) - 1) < 0.01
print(f"ceiling with stimulated desorption sigma_d/sigma {sigma_d/sigma:.2f}: "
      f"{ceiling*sigma/(sigma+sigma_d):.2f} nm/s")

# Surface diffusion: wide disc and tightly focused spot
print(f"surface diffusion {diffusion:.1e} nm2/s, length L0 {L_off:.2f} nm")
small_radius, small_current = 10.0, 100e-12
j_small = small_current / (np.pi * small_radius**2 * 1e-14)
for name, a, j, cells in [("wide disc", disc_radius, 10.0, 1000),
                          ("focused spot", small_radius, j_small, 200)]:
    f = electron_flux(j)
    coarse, _ = disc_finite_volume(f, a, cells)
    fine, centre = disc_finite_volume(f, a, 2 * cells)
    formula = disc_mean_rate(f, a)
    assert abs(fine / formula - 1) < 1e-3
    assert abs(fine / coarse - 1) < 1e-3
    if a == disc_radius:
        assert abs(centre / growth_rate(f) - 1) < 1e-6
    print(f"{name}: radius {a:.0f} nm, j {j:.2f} A/cm2")
    print(f"  local law {growth_rate(f):.2f}, with diffusion: mean "
          f"{formula:.2f}, centre {centre:.2f} nm/s")
    print(f"  mean ceiling {disc_ceiling(a):.2f} nm/s; "
          f"mesh-halving shift {abs(fine/coarse-1):.1e}")
# Perfect sink inside the disc; the sink edge is uncertain by half a cell
sink, _ = disc_finite_volume(1e9 * f_cross, small_radius, 200)
assert abs(sink / disc_ceiling(small_radius) - 1) < 0.01
# The low-flux linear law survives diffusion
weak, _ = disc_finite_volume(1e-5 * f_cross, small_radius, 200)
assert abs(weak / (1e-5 * ceiling) - 1) < 1e-4

# Gaussian beam without diffusion: total volume rate
width = 200.0
totals = []
for x0 in [1.0, 10.0, 100.0]:
    def ring(r):
        f = x0 * f_cross * np.exp(-r**2 / (2 * width**2))
        return 2 * np.pi * r * growth_rate(f)
    total = quad(ring, 0, 12 * width, epsabs=0, epsrel=1e-10, limit=200)[0]
    assert abs(total / (2*np.pi*width**2*ceiling*np.log1p(x0)) - 1) < 1e-7
    totals.append(total)
    print(f"Gaussian w {width:.0f} nm, peak f/f* {x0:.0f}: peak "
          f"{growth_rate(x0*f_cross):.2f} nm/s, total {total:.3e} nm3/s")
print(f"total-rate ratio, peak f/f* 100 to 10: {totals[2]/totals[1]:.3f}")

# Beam heating: uniformly heated disc on a half-space, plus deposited film.
# Temperature at disc centre is q a/kappa; check by summing point sources.
grid = (np.arange(1000) + 0.5) / 500 - 1
xx, yy = np.meshgrid(grid, grid)
rr = np.hypot(xx, yy)
point_sum = np.sum(1 / rr[rr < 1]) * (1 / 500)**2 / (2 * np.pi)
assert abs(point_sum - 1) < 5e-3   # midpoint error at the singular centre
kappa_sub, kappa_film, film_nm, barrier_ev = 150.0, 1.0, 20.0, 0.6
print(f"heating inputs: {beam_voltage/1e3:.0f} keV, substrate {kappa_sub:.0f}"
      f" W/(m K), film {kappa_film:.0f} W/(m K)")
print(f"  film thickness {film_nm:.0f} nm, desorption energy "
      f"{barrier_ev:.2f} eV")
back_share = 0.3
print(f"share of dissociation by backscattered electrons {back_share:.2f}")
for j in [0.1, 1.0, 10.0]:
    f = electron_flux(j)
    heat = j * 1e4 * beam_voltage
    rise_sub = heat * disc_radius * 1e-9 / kappa_sub
    rise_film = heat * film_nm * 1e-9 / kappa_film
    hot = temperature + rise_sub + rise_film
    tau_hot = residence * np.exp(barrier_ev * const.e / const.k
                                 * (1 / hot - 1 / temperature))
    change_heat = growth_rate(f, tau=tau_hot) / growth_rate(f) - 1
    change_back = growth_rate((1 - back_share) * f) / growth_rate(f) - 1
    change_diff = disc_mean_rate(f, disc_radius) / growth_rate(f) - 1
    print(f"j {j:.1f} A/cm2: heating substrate {rise_sub:.3f} K, "
          f"film {rise_film:.2f} K")
    print(f"  rate change: heat {100*change_heat:.2f} %, backscatter lost "
          f"{100*change_back:.1f} %, rim {100*change_diff:.2f} %")

print("OK")
```

Running it gives:

```
gas flux 1000 /(nm2 s), sticking 1.0
equivalent gas pressure 8.79e-04 Torr (T 298 K, 320 g/mol)
monolayer 2.50 /nm2, residence time 1.00 ms
cross-section 0.020 nm2, volume per event 0.060 nm3
adsorption rate constant sJ/n0 400 /s
beam-off rate constant k0 1400 /s
beam-off coverage 0.7143 /nm2 = 0.2857 n0
beam-off adsorption rate 714.3 /(nm2 s)
crossover electron flux 7.000e+04 /(nm2 s)
crossover current density 1.122 A/cm2
growth-rate ceiling 60.00 nm/s
disc radius 500 nm; table by current density:
j  0.01 A/cm2: I 0.079 nA, x 0.0089, n 0.7080 /nm2
  R 0.530, simulated 0.532, linear law 0.535 nm/s
  blocked 0.2832, desorbed 0.7080, dissociated 0.0088
j  0.10 A/cm2: I 0.785 nA, x 0.0892, n 0.6558 /nm2
  R 4.912, simulated 4.929, linear law 5.350 nm/s
  blocked 0.2623, desorbed 0.6558, dissociated 0.0819
j  1.00 A/cm2: I 7.854 nA, x 0.8916, n 0.3776 /nm2
  R 28.282, simulated 28.282, linear law 53.499 nm/s
  blocked 0.1510, desorbed 0.3776, dissociated 0.4714
j 10.00 A/cm2: I 78.540 nA, x 8.9164, n 0.0720 /nm2
  R 53.949, simulated 53.974, linear law 534.986 nm/s
  blocked 0.0288, desorbed 0.0720, dissociated 0.8992
response time: beam off 0.714 ms, at 1 A/cm2 0.378 ms
ceiling with stimulated desorption sigma_d/sigma 0.10: 54.55 nm/s
surface diffusion 1.0e+06 nm2/s, length L0 26.73 nm
wide disc: radius 500 nm, j 10.00 A/cm2
  local law 53.95, with diffusion: mean 57.96, centre 53.95 nm/s
  mean ceiling 66.58 nm/s; mesh-halving shift 7.3e-06
focused spot: radius 10 nm, j 31.83 A/cm2
  local law 57.96, with diffusion: mean 452.44, centre 302.94 nm/s
  mean ceiling 706.68 nm/s; mesh-halving shift 3.5e-06
Gaussian w 200 nm, peak f/f* 1: peak 30.00 nm/s, total 1.045e+07 nm3/s
Gaussian w 200 nm, peak f/f* 10: peak 54.55 nm/s, total 3.616e+07 nm3/s
Gaussian w 200 nm, peak f/f* 100: peak 59.41 nm/s, total 6.959e+07 nm3/s
total-rate ratio, peak f/f* 100 to 10: 1.925
heating inputs: 5 keV, substrate 150 W/(m K), film 1 W/(m K)
  film thickness 20 nm, desorption energy 0.60 eV
share of dissociation by backscattered electrons 0.30
j 0.1 A/cm2: heating substrate 0.017 K, film 0.10 K
  rate change: heat -0.60 %, backscatter lost -28.2 %, rim 0.45 %
j 1.0 A/cm2: heating substrate 0.167 K, film 1.00 K
  rate change: heat -3.48 %, backscatter lost -18.5 %, rim 2.94 %
j 10.0 A/cm2: heating substrate 1.667 K, film 10.00 K
  rate change: heat -9.23 %, backscatter lost -4.1 %, rim 7.43 %
OK
```
